# Distance dependence of backscattering from remote charge in a silicon channel: a program that tests the result

```python
"""Result under test: the squared first-order matrix element for reversing a
thermal electron (k to -k) by a charge in a uniform gate oxide falls by 1/e per
added distance L = 1/(4k), k = sqrt(2 m kB T)/hbar, about 0.7 nm in silicon.
Symbols: q in-plane wavevector transfer (1/nm), t oxide distance from silicon
to charge (nm), M(q,t) screened matrix element for unit area (eV nm^2),
b subband profile parameter, with density b^3 z^2 exp(-b z)/2 in silicon.
Energies are in eV and lengths in nm."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import expit, j0, jv, yv

# Inputs: round values typical of a silicon transistor
mass, heavy_mass, temperature = 0.19, 0.916, 300.0
eps_si, eps_ox, eps_hk = 11.7, 3.9, 20.0
density = 0.01              # electrons per nm^2, equal to 1e12 cm^-2
mean_depth, start, hk_thickness = 2.0, 1.0, 2.0
alpha = 0.5                 # nonparabolicity, 1/eV
barrier, oxide_mass = 3.1, 0.5
b = 3 / mean_depth
kT = sc.k * temperature / sc.e
free_c = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
c = free_c / mass           # hbar^2/(2m), eV nm^2
coulomb = sc.e / sc.epsilon_0 * 1e9   # e^2/epsilon_0, eV nm


def fall_length(energy, m=mass):
    return 1 / (4 * np.sqrt(energy * m / free_c))


k = np.sqrt(kT / c)
q_back = 2 * k
L = fall_length(kT)
# Two valleys and two spins; states per area within kT
n_states = 2 * kT / (2 * np.pi * c)
compressibility = n_states / kT * (-np.expm1(-density / n_states))


def mean_energy(n):
    """Mean energy over kT of one two-dimensional subband."""
    eta = np.log(np.expm1(n / n_states))
    top = max(eta, 0) + 50
    num = quad(lambda x: x * expit(eta - x), 0, top, limit=200)[0]
    den = quad(lambda x: expit(eta - x), 0, top, limit=200)[0]
    return num / den


assert abs(mean_energy(1e-6 * n_states) - 1) < 1e-5


def matrix_element(q, t, outer_eps=eps_ox, gate=None, screened=True):
    """Finite-element Poisson solution; charge at outer edge of the oxide.
    Above it lies outer_eps, unbounded or ended by a metal at height gate."""
    h = 0.01
    n_out = 0 if gate is None else int(np.ceil(gate / h))
    n_ox = int(np.ceil(t / h))
    n_si = 1500
    w = np.concatenate([np.full(n_out, (gate or 0) / max(n_out, 1)),
                        np.full(n_ox, t / max(n_ox, 1)), np.full(n_si, h)])
    eps = np.concatenate([np.full(n_out, outer_eps), np.full(n_ox, eps_ox),
                          np.full(n_si, eps_si)])
    band = np.zeros((2, len(w) + 1))
    local = eps / w + eps * q**2 * w / 3
    band[0, :-1] += local
    band[0, 1:] += local
    band[1, :-1] = -eps / w + eps * q**2 * w / 6
    band[0, -1] += eps_si * q
    band[0, 0] += outer_eps * q if gate is None else 1e12
    z = h * np.arange(n_si + 1)
    profile = np.zeros(len(w) + 1)
    profile[n_out + n_ox:] = z**2 * np.exp(-b * z)
    profile /= profile.sum()
    point = np.zeros(len(w) + 1)
    point[n_out] = 1
    phi = solveh_banded(band, np.column_stack([point, profile]), lower=True)
    bare, self_term = coulomb * (profile @ phi)
    return bare / (1 + compressibility * self_term) if screened else bare


# Main law: full layered Poisson solution against the exponential
M_start = matrix_element(q_back, start)
M_later = matrix_element(q_back, start + L)
fall = (M_later / M_start)**2
assert abs(fall - np.exp(-1)) < 1e-4
for q in (0.2, q_back, 1.5):
    for t in (0.5, 1.7):
        form = (b / (b + q))**3
        expected = coulomb * form * np.exp(-q * t) / (q * (eps_ox + eps_si))
        found = matrix_element(q, t, screened=False)
        assert abs(found / expected - 1) < 5e-4
        for gate in (None, hk_thickness):
            Y = eps_hk if gate is None else eps_hk / np.tanh(q * gate)
            den = ((eps_si + Y) * np.cosh(q * t)
                   + (eps_ox + Y * eps_si / eps_ox) * np.sinh(q * t))
            expected = coulomb * form / (q * den)
            found = matrix_element(q, t, eps_hk, gate, False)
            assert abs(found / expected - 1) < 5e-4


def e_fold(function):
    """Added distance from start over which function falls by 1/e."""
    first = function(start)
    return brentq(lambda x: np.log(first / function(start + x)) - 1, 0.05, 30)


L_hk = e_fold(lambda t: matrix_element(q_back, t, eps_hk)**2)
L_gate = e_fold(lambda t: matrix_element(q_back, t, eps_hk, hk_thickness)**2)
assert L_hk < L and L_gate < L

# Distance-independent channel factor, tabulated with charge at the surface
q_table = 1e-3 + 20 * np.linspace(0, 1, 200)**2
factor = CubicSpline(q_table, [matrix_element(q, 0.0) for q in q_table])


def M_fast(q, t):
    return factor(np.minimum(q, 20.0)) * np.exp(-q * t)


assert abs(M_fast(q_back, start) / M_start - 1) < 1e-4

# Angular and thermal averages
x, wx = np.polynomial.legendre.leggauss(100)
theta, w_theta = np.pi * (x + 1) / 2, np.pi * wx / 2
y, w_y = 3 * (x + 1), 3 * wx          # y = sqrt(E/kT)
thermal = 2 * y * np.exp(-y**2) * w_y


def relaxation(wave, t):
    q = 2 * np.multiply.outer(wave, np.sin(theta / 2))
    return (M_fast(q, t)**2 * (1 - np.cos(theta))) @ w_theta


L_thermal = e_fold(lambda t: thermal @ M_fast(2 * k * y, t)**2)
L_angle = e_fold(lambda t: relaxation(k, t))
L_mobility = e_fold(lambda t: 1 / (thermal @ (y**2 / relaxation(k * y, t))))
assert L_angle > L


# Scattering to all orders, partial waves in momentum space
def full_scattering(t, sign, n=80, m_max=30):
    u, wu = np.polynomial.legendre.leggauss(n)
    p = k * (1 + u) / (1 - u)
    wp = wu * 2 * k / (1 - u)**2
    points = np.append(p, k)
    phi = np.linspace(0, np.pi, 257)
    w_phi = np.full(257, 1 / 256)
    w_phi[[0, -1]] /= 2
    P, Q = points[:, None, None], points[None, :, None]
    q = np.sqrt((P - Q)**2 + 4 * P * Q * np.sin(phi / 2)**2)
    V = sign * M_fast(q, t)
    waves = np.arange(m_max + 1)
    Vm = V @ (w_phi[:, None] * np.cos(np.outer(phi, waves)))
    green = wp / (2 * np.pi * c * (k**2 - p**2))
    D = np.append(green * p, -k * green.sum())
    back = complex(sign * M_fast(q_back, t))
    phases = []
    for m in waves:
        v = Vm[:, :, m]
        K = np.linalg.solve(np.eye(n + 1) - v * D, v[:, -1])[-1]
        T = K / (1 + 1j * K / (4 * c))
        back += (1 if m == 0 else 2) * (-1)**m * (T - v[-1, -1])
        phases.append(np.arctan(-K / (4 * c)))
    return back, phases


full = {}
for sign in (-1, 1):
    for t in (start, start + L):
        full[sign, t] = full_scattering(t, sign)
    finer = full_scattering(start, sign, 120, 40)[0]
    assert abs(finer - full[sign, start][0]) < 0.02 * M_start

# Independent check: phase shifts integrated in real space
dq = 0.005
q_line = np.arange(4001) * dq
Vq = M_fast(q_line, start)
weights = np.full(4001, dq)
weights[[0, -1]] /= 2
r_grid = 150 * np.linspace(0, 1, 1200)**2
Vr = j0(np.outer(r_grid, q_line)) @ (weights * q_line * Vq)
Vr = (Vr + dq**2 / 12 * Vq[0]) / (2 * np.pi)   # trapezoid end correction
V_real = CubicSpline(r_grid, Vr)
phase_error = 0.0
for m in (0, 1):
    def slope(r, d):
        wave = jv(m, k * r) * np.cos(d) - yv(m, k * r) * np.sin(d)
        return np.pi / 2 * r * V_real(r) / c * wave**2   # attractive charge
    run = solve_ivp(slope, (0.01, 150), [0.0], rtol=1e-7, atol=1e-9,
                    max_step=2.0)
    assert run.success
    error = abs(np.sin(run.y[0, -1] - full[-1, start][1][m]))
    phase_error = max(phase_error, error)
assert phase_error < 5e-3

k_nonpar = np.sqrt(kT * (1 + alpha * kT) / c)
kappa = np.sqrt(barrier * oxide_mass / free_c)
field = coulomb * density / eps_ox * 10        # V/nm to MV/cm


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("In-plane mass", mass, "m_e")
show("Temperature", temperature, "K")
show("Thermal energy kT", 1e3 * kT, "meV")
show("Thermal wavevector k", k, "1/nm")
show("Backscattering transfer 2k", q_back, "1/nm")
show("MAIN: 1/e distance L", L, "nm")
show("Poisson solution: squared fall over L", fall, "", 5)
show("exp(-1)", np.exp(-1), "", 5)
show("Squared fall over 1 nm", np.exp(-1 / L))
show("Squared fall over 2 nm", np.exp(-2 / L))
show("Permittivity Si", eps_si)
show("Permittivity SiO2", eps_ox)
show("Electron density", density * 1e14, "cm^-2")
show("Mean electron depth", mean_depth, "nm")
show("Starting charge distance", start, "nm")
show("Screened M(2k) at start", M_start, "eV nm^2")
show("Bare M(2k) at start",
     matrix_element(q_back, start, screened=False), "eV nm^2")
show("L if E = kT/2", fall_length(kT / 2), "nm")
show("L if E = 3kT/2", fall_length(1.5 * kT), "nm")
show("L at 77 K", fall_length(kT * 77 / temperature), "nm")
show("L at 400 K", fall_length(kT * 400 / temperature), "nm")
show("L for heavy in-plane mass 0.916", fall_length(kT, heavy_mass), "nm")
show("L with nonparabolicity 0.5/eV", 1 / (4 * k_nonpar), "nm")
show("Thermal state density", n_states * 1e14, "cm^-2")
for n in (density, 10 * density):
    ratio = mean_energy(n)
    show(f"Mean energy/kT at {n * 1e14:.0e} cm^-2", ratio)
    show(f"L at that mean energy, {n * 1e14:.0e} cm^-2",
         fall_length(ratio * kT), "nm")
show("High-k permittivity", eps_hk)
show("High-k thickness under gate", hk_thickness, "nm")
show("1/e distance, thick high-k, no gate", L_hk, "nm")
show("1/e distance, high-k and metal gate", L_gate, "nm")
show("1/e distance, thermal mean of backscattering", L_thermal, "nm")
show("1/e distance, relaxation rate at E = kT", L_angle, "nm")
show("e-fold distance of remote-charge mobility", L_mobility, "nm")
for sign, name in ((-1, "attractive"), (1, "repulsive")):
    first = abs(full[sign, start][0])**2
    later = abs(full[sign, start + L][0])**2
    show(f"All orders/first order squared, {name}", first / M_start**2, "", 3)
    show(f"All-orders squared fall over L, {name}", later / first, "", 3)
show("Largest phase-shift discrepancy", phase_error, "rad", 2)
show("Oxide barrier", barrier, "eV")
show("Oxide tunnelling mass", oxide_mass, "m_e")
show("Penetration factor through 1 nm oxide", np.exp(-2 * kappa * start),
     "", 2)
show("Oxide field from channel electrons", field, "MV/cm", 3)
print("PASS")
```

Running it gives:

```
In-plane mass: 0.19 m_e
Temperature: 300 K
Thermal energy kT: 25.85 meV
Thermal wavevector k: 0.3591 1/nm
Backscattering transfer 2k: 0.7181 1/nm
MAIN: 1/e distance L: 0.6963 nm
Poisson solution: squared fall over L: 0.36788
exp(-1): 0.36788
Squared fall over 1 nm: 0.2378
Squared fall over 2 nm: 0.05656
Permittivity Si: 11.7
Permittivity SiO2: 3.9
Electron density: 1e+12 cm^-2
Mean electron depth: 2 nm
Starting charge distance: 1 nm
Screened M(2k) at start: 0.2024 eV nm^2
Bare M(2k) at start: 0.2436 eV nm^2
L if E = kT/2: 0.9847 nm
L if E = 3kT/2: 0.5685 nm
L at 77 K: 1.374 nm
L at 400 K: 0.603 nm
L for heavy in-plane mass 0.916: 0.3171 nm
L with nonparabolicity 0.5/eV: 0.6918 nm
Thermal state density: 4.104e+12 cm^-2
Mean energy/kT at 1e+12 cm^-2: 1.063
L at that mean energy, 1e+12 cm^-2: 0.6755 nm
Mean energy/kT at 1e+13 cm^-2: 1.765
L at that mean energy, 1e+13 cm^-2: 0.5241 nm
High-k permittivity: 20
High-k thickness under gate: 2 nm
1/e distance, thick high-k, no gate: 0.6231 nm
1/e distance, high-k and metal gate: 0.6199 nm
1/e distance, thermal mean of backscattering: 2.824 nm
1/e distance, relaxation rate at E = kT: 1.394 nm
e-fold distance of remote-charge mobility: 1.361 nm
All orders/first order squared, attractive: 0.211
All-orders squared fall over L, attractive: 0.284
All orders/first order squared, repulsive: 2.08
All-orders squared fall over L, repulsive: 0.525
Largest phase-shift discrepancy: 0.00026 rad
Oxide barrier: 3.1 eV
Oxide tunnelling mass: 0.5 m_e
Penetration factor through 1 nm oxide: 2.9e-06
Oxide field from channel electrons: 0.464 MV/cm
PASS
```
